**Hückel π energy gained on forming the cyclopentadienyl anion**

The program tests that joining a localised carbon lone pair to both ends of butadiene changes the π energy by \(2\beta\), where \(\alpha\) is the energy of a carbon p orbital, \(\beta<0\) is the resonance integral between neighbours, and levels are written \(\alpha+x\beta\). It asserts this by numerical diagonalisation for three values of \(\alpha\), and exactly from the characteristic polynomials, whose filled levels sum to \(2\sqrt5\) before joining and \(2+2\sqrt5\) after. It also asserts that the antisymmetric levels do not move, that the empty symmetric level shifts by \(-1\) in \(x\), and that the bond contributions add up to \(2|\beta|\). Further assertions cover joining at one end only, the order of the gains for zero, one and two electrons on the added carbon, and the initial slope with its site energy. A many-electron calculation with repulsion switched off is asserted to give the same \(2|\beta|\). For \(\beta=-2.4\) eV the output shows a lowering of 4.80 eV. With overlap, unequal bonds, a shifted site energy or electron repulsion included one at a time, the printed values range from 3.23 to 5.37 eV.

## Program and output

```python
# Result under test (simple Hueckel theory):
#   E_pi(cyclopentadienyl anion) - [E_pi(butadiene) + E(localised lone pair)] = 2*beta
# alpha: site energy of a carbon p orbital; beta < 0: resonance integral.
# Levels are alpha + x*beta, where x is an eigenvalue of the bond (adjacency) matrix.
# Sites 0..3 are the butadiene carbons; site 4 carries the lone pair.
from itertools import combinations
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy import constants as const


def bond_matrix(bonds):
    matrix = np.zeros((5, 5))
    for i, j in bonds:
        matrix[i, j] = matrix[j, i] = 1.0
    return matrix


diene_bonds = [(0, 1), (1, 2), (2, 3)]
start = bond_matrix(diene_bonds)                       # site 4 is isolated
ring = bond_matrix(diene_bonds + [(3, 4), (4, 0)])
open_chain = bond_matrix(diene_bonds + [(3, 4)])


def filled_energy(hamiltonian, electrons, overlap=None):
    """Total energy with the lowest levels filled, two electrons each."""
    levels = eigh(hamiltonian, overlap, eigvals_only=True)
    filling = np.clip(electrons - 2 * np.arange(len(levels)), 0, 2)
    return float(filling @ levels)


beta = -2.4          # eV, rough typical value
size = abs(beta)
identity = np.eye(5)

# Main result by diagonalisation. The start is built from its separate parts.
for alpha in (-11.0, 0.0, 3.0):
    e_diene = filled_energy(alpha * np.eye(4) + beta * start[:4, :4], 4)
    e_ring = filled_energy(alpha * identity + beta * ring, 6)
    assert abs(e_ring - (e_diene + 2 * alpha) - 2 * beta) < 1e-10

# Exact symbolic check from the characteristic polynomials.
x = sp.symbols('x')


def exact_levels(matrix):
    poly = sp.Matrix(matrix.astype(int).tolist()).charpoly(x).as_expr()
    found = sp.roots(sp.Poly(poly, x))
    levels = [r for r, m in found.items() for _ in range(m)]
    return sorted(levels, key=lambda r: float(sp.N(r)), reverse=True)


x_diene = exact_levels(start[:4, :4])
x_ring = exact_levels(ring)
sum_diene = sp.simplify(2 * sum(x_diene[:2]))
sum_ring = sp.simplify(2 * sum(x_ring[:3]))
assert sp.simplify(sum_ring - sum_diene - 2) == 0
assert sp.simplify(sum_diene - 2 * sp.sqrt(5)) == 0

# Mirror symmetry: only the symmetric levels respond to the joining.
r = 1 / np.sqrt(2)
sym = np.array([[r, 0, 0, r, 0], [0, r, r, 0, 0], [0, 0, 0, 0, 1]]).T
anti = np.array([[r, 0, 0, -r, 0], [0, r, -r, 0, 0]]).T
assert np.allclose(sym.T @ ring @ anti, 0)
anti_before = np.linalg.eigvalsh(anti.T @ start @ anti)[::-1]
anti_after = np.linalg.eigvalsh(anti.T @ ring @ anti)[::-1]
sym_before = np.linalg.eigvalsh(sym.T @ start @ sym)[::-1]
sym_after = np.linalg.eigvalsh(sym.T @ ring @ sym)[::-1]
assert np.allclose(anti_before, anti_after)
assert np.allclose(np.poly(sym.T @ ring @ sym), [1, -1, -3, 2])
assert abs(sym_before.sum() - 1) < 1e-12 and abs(sym_after.sum() - 1) < 1e-12
assert abs(sym_after[2] - sym_before[2] + 1) < 1e-12
# The three filled levels are two symmetric and one antisymmetric, both times.
for s_lev, a_lev in ((sym_before, anti_before), (sym_after, anti_after)):
    assert min(s_lev[1], a_lev[0]) > max(s_lev[2], a_lev[1]) + 0.1


def density(hamiltonian):
    vectors = np.linalg.eigh(hamiltonian)[1][:, :3]
    return 2 * vectors @ vectors.T


# Bond orders: the energy gain split over the bonds, in units of |beta|.
p_start, p_ring = density(-start), density(-ring)
gain_new = 2 * (p_ring[3, 4] + p_ring[4, 0])
gain_middle = 2 * (p_ring[1, 2] - p_start[1, 2])
gain_outer = 2 * (p_ring[0, 1] + p_ring[2, 3] - p_start[0, 1] - p_start[2, 3])
assert abs(gain_new + gain_middle + gain_outer - 2) < 1e-10
assert gain_new > 0 and gain_middle > 0 and gain_outer < 0
assert np.allclose(np.diag(p_ring), 6 / 5)

# Cases in which the gain is not 2|beta|.
e_diene_unit = filled_energy(-start[:4, :4], 4)
gain_one_end = e_diene_unit - filled_energy(-open_chain, 6)
assert abs(gain_one_end - (2 * (1 + np.sqrt(3)) - 2 * np.sqrt(5))) < 1e-10
gain_count = {n: e_diene_unit - filled_energy(-ring, 4 + n) for n in (0, 1, 2)}
assert gain_count[0] < gain_count[1] < gain_count[2]


def gain_shifted(h):
    """Gain in |beta| when site 4 has energy alpha + h*beta before and after."""
    site = np.diag([0, 0, 0, 0, -h])
    return e_diene_unit - 2 * h - filled_energy(-ring + site, 6)


slope = (gain_shifted(1e-4) - gain_shifted(-1e-4)) / 2e-4
assert abs(slope - (p_ring[4, 4] - 2)) < 1e-5
assert abs(slope + 0.8) < 1e-5

# Neglected effect: overlap of neighbouring p orbitals (alpha taken as zero).
overlap = 0.25
gain_overlap = (filled_energy(beta * start[:4, :4], 4,
                              np.eye(4) + overlap * start[:4, :4])
                - filled_energy(beta * ring, 6, identity + overlap * ring))

# Neglected effect: short and long bonds in the butadiene fragment.
r_ring, r_short, r_long, decay = 1.40, 1.34, 1.46, 0.31    # angstrom, rough
f_short = np.exp(-(r_short - r_ring) / decay)
f_long = np.exp(-(r_long - r_ring) / decay)
alternating = start[:4, :4].copy()
alternating[0, 1] = alternating[1, 0] = f_short
alternating[2, 3] = alternating[3, 2] = f_short
alternating[1, 2] = alternating[2, 1] = f_long
gain_alternating = (filled_energy(beta * alternating, 4)
                    - filled_energy(beta * ring, 6))

# Neglected effect: electron repulsion (Pariser-Parr-Pople, Ohno potential),
# solved in the full space of six electrons on the five sites of a pentagon.
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10    # eV angstrom
angles = 2 * np.pi * np.arange(5) / 5
corners = r_ring / (2 * np.sin(np.pi / 5)) * np.exp(1j * angles)
distance = np.abs(corners[:, None] - corners[None, :])


def many_electron_energy(hopping, repulsion, pair_on_site_4=False):
    configs = list(combinations(range(5), 3))
    count = len(configs)
    occupied = np.array([[float(i in c) for i in range(5)] for c in configs])
    one_spin = np.zeros((count, count))
    for a, c in enumerate(configs):
        for b, d in enumerate(configs):
            moved = sorted(set(c) ^ set(d))
            if len(moved) == 2:
                i, j = moved
                passed = sum(i < k < j for k in c)
                one_spin[a, b] = (-1) ** passed * hopping[i, j]
    up = np.repeat(occupied, count, axis=0)
    down = np.tile(occupied, (count, 1))
    excess = up + down - 1
    between = repulsion / np.sqrt(1 + (repulsion * distance / coulomb) ** 2)
    np.fill_diagonal(between, 0)
    diagonal = (repulsion * (up * down).sum(axis=1)
                + 0.5 * np.einsum('si,ij,sj->s', excess, between, excess))
    unit = np.eye(count)
    full = np.kron(one_spin, unit) + np.kron(unit, one_spin) + np.diag(diagonal)
    if pair_on_site_4:
        keep = np.flatnonzero(up[:, 4] + down[:, 4] == 2)
        full = full[np.ix_(keep, keep)]
    return np.linalg.eigvalsh(full)[0]


def gain_many_electron(repulsion):
    return (many_electron_energy(beta * start, repulsion, True)
            - many_electron_energy(beta * ring, repulsion))


gain_free = gain_many_electron(0.0)
assert abs(gain_free - 2 * size) < 1e-9
site_repulsion = 11.0                                       # eV, rough
gain_repulsion = gain_many_electron(site_repulsion)

gain = (filled_energy(beta * start[:4, :4], 4) - filled_energy(beta * ring, 6))
to_kj_mol = const.e * const.N_A / 1000


def show(label, values, unit, digits=4):
    text = ' '.join(f'{float(v):.{digits}f}' for v in np.atleast_1d(values))
    print(f'{label}: {text} {unit}')


print('Levels as x in alpha + x*beta (dimensionless)')
show('butadiene', [float(v) for v in x_diene], '')
show('ring', [float(v) for v in x_ring], '')
show('symmetric, before joining', sym_before, '')
show('symmetric, after joining', sym_after, '')
show('antisymmetric, before and after', anti_after, '')
print('Exact sums over electrons of x: start', sum_diene, '; ring', sum_ring)
show('sum for start', float(sum_diene), '')
show('sum for ring', float(sum_ring), '')
print('Bond orders (dimensionless)')
show('butadiene outer, middle', [p_start[0, 1], p_start[1, 2]], '')
show('ring, every bond', p_ring[0, 1], '')
print('Lowering of pi energy, split over bonds')
show('two new bonds', gain_new, '|beta|')
show('middle butadiene bond', gain_middle, '|beta|')
show('two outer butadiene bonds', gain_outer, '|beta|')
print('Lowering in other cases')
show('lone pair joined at one end only', gain_one_end, '|beta|')
for n in (0, 1, 2):
    show(f'ring closed with {n} electrons on carbon 5', gain_count[n], '|beta|')
show('slope of lowering with h', slope, '|beta| per unit h')
print('Worked example')
show('beta (rough)', beta, 'eV', 2)
show('start, pi energy minus 6 alpha', beta * float(sum_diene), 'eV', 3)
show('ring, pi energy minus 6 alpha', beta * float(sum_ring), 'eV', 3)
show('lowering', gain, 'eV', 3)
show('lowering', gain * to_kj_mol, 'kJ/mol', 0)
print('Neglected effects, each taken alone')
show('neighbour overlap assumed', overlap, '', 2)
show('lowering with overlap', gain_overlap, 'eV', 2)
show('ring, short, long bond (rough)', [r_ring, r_short, r_long], 'angstrom', 2)
show('decay length of beta (rough)', decay, 'angstrom', 2)
show('beta factors, short and long', [f_short, f_long], '', 3)
show('lowering with alternating start', gain_alternating, 'eV', 2)
show('lowering with h = -0.2', size * gain_shifted(-0.2), 'eV', 2)
show('lowering with h = +0.2', size * gain_shifted(0.2), 'eV', 2)
show('many-electron lowering, no repulsion', gain_free, 'eV', 3)
show('on-site repulsion (rough)', site_repulsion, 'eV', 1)
show('many-electron lowering, with repulsion', gain_repulsion, 'eV', 2)
print('all assertions hold')
```

Output:

```
Levels as x in alpha + x*beta (dimensionless)
butadiene: 1.6180 0.6180 -0.6180 -1.6180 
ring: 2.0000 0.6180 0.6180 -1.6180 -1.6180 
symmetric, before joining: 1.6180 0.0000 -0.6180 
symmetric, after joining: 2.0000 0.6180 -1.6180 
antisymmetric, before and after: 0.6180 -1.6180 
Exact sums over electrons of x: start 2*sqrt(5) ; ring 2 + 2*sqrt(5)
sum for start: 4.4721 
sum for ring: 6.4721 
Bond orders (dimensionless)
butadiene outer, middle: 0.8944 0.4472 
ring, every bond: 0.6472 
Lowering of pi energy, split over bonds
two new bonds: 2.5889 |beta|
middle butadiene bond: 0.4000 |beta|
two outer butadiene bonds: -0.9889 |beta|
Lowering in other cases
lone pair joined at one end only: 0.9920 |beta|
ring closed with 0 electrons on carbon 5: 0.7639 |beta|
ring closed with 1 electrons on carbon 5: 1.3820 |beta|
ring closed with 2 electrons on carbon 5: 2.0000 |beta|
slope of lowering with h: -0.8000 |beta| per unit h
Worked example
beta (rough): -2.40 eV
start, pi energy minus 6 alpha: -10.733 eV
ring, pi energy minus 6 alpha: -15.533 eV
lowering: 4.800 eV
lowering: 463 kJ/mol
Neglected effects, each taken alone
neighbour overlap assumed: 0.25 
lowering with overlap: 3.44 eV
ring, short, long bond (rough): 1.40 1.34 1.46 angstrom
decay length of beta (rough): 0.31 angstrom
beta factors, short and long: 1.214 0.824 
lowering with alternating start: 3.23 eV
lowering with h = -0.2: 5.20 eV
lowering with h = +0.2: 4.43 eV
many-electron lowering, no repulsion: 4.800 eV
on-site repulsion (rough): 11.0 eV
many-electron lowering, with repulsion: 5.37 eV
all assertions hold
```
